# Overlap of PAW valence states with frozen core orbitals, part 1

(Sections cited here and not found follow in the later parts.)

## Orthogonality of reconstructed valence states to frozen cores

Anyone who sets up a projector augmented-wave (PAW) calculation for vanadium must decide whether the 3p shell is frozen into the core or carried along as valence. Freezing it removes six electrons per atom from the self-consistency cycle and allows a larger augmentation radius $r_c$ and a smaller plane-wave basis. The price is that the 3p orbitals are never orthogonalized against the valence states: the PAW equations contain no such step, and the density and the kinetic energy are assembled as plain sums of a core part and a valence part, which is right only for mutually orthogonal orbitals. The plain sums are justified when the orthogonality follows from the construction itself, and they fail when the residual overlap is large enough to matter; a small overlap is one condition for freezing a shell, not the only one. This overlap has three separate sources, one of which is the part of the core orbital that leaks out of the augmentation sphere, and it can be written in closed form.

### Definitions and conventions

The treatment is nonrelativistic, spin is suppressed, and Gaussian units are used, with $a_0=\hbar^2/me^2$ the Bohr radius, so that $\hbar^2/2m=e^2a_0/2$. Each atom $b$ carries a sphere $\Omega_b$ of radius $r_c$, and the spheres do not overlap. Each atom has all-electron partial waves $\phi_i^b$, smooth partial waves $\tilde\phi_i^b$ and projectors $\tilde p_i^b$ with the properties

$$\phi_i^b=\tilde\phi_i^b\ \text{ outside }\Omega_b,\qquad \tilde p_i^b=0\ \text{ outside }\Omega_b,\qquad \langle\tilde p_i^b|\tilde\phi_j^b\rangle=\delta_{ij}. \tag{1}$$

A smooth valence function $\tilde\psi$ is turned into the reconstructed valence function $\psi$ by the PAW map

$$\psi=\tilde\psi+\sum_b\sum_i\left(\phi_i^b-\tilde\phi_i^b\right)P_i^b,\qquad P_i^b=\langle\tilde p_i^b|\tilde\psi\rangle. \tag{2}$$

One atom, $a$, is singled out. It sits at the origin, and its label is dropped from $\phi_i$, $\tilde\phi_i$, $\tilde p_i$ and $P_i$. Its one-centre expansions are

$$\psi^1=\sum_i\phi_iP_i,\qquad \tilde\psi^1=\sum_i\tilde\phi_iP_i. \tag{3}$$

A frozen core orbital of this atom is a normalized function $c(\mathbf r)=r^{-1}u_c(r)Y_{lm}(\hat{\mathbf r})$ taken over unchanged from the reference atom. The quantity of interest is the dimensionless overlap

$$S=\langle c|\psi\rangle. \tag{4}$$

The subscripts "in" and "out" restrict an integral to $\Omega_a$ and to its complement, so that $\langle f|g\rangle=\langle f|g\rangle_{\rm in}+\langle f|g\rangle_{\rm out}$. The region "out" contains the interstitial space and all other spheres.

Only the differences $\phi_i-\tilde\phi_i$ and the projectors enter (2), and both vanish outside $\Omega_a$. The form of $\phi_i$ outside the sphere is therefore a matter of convention. Here $\phi_i$ is continued outward as the solution of the same atomic equation that defines it inside, and it is assumed that $\langle c|\phi_i\rangle_{\rm out}$ converges; the condition for this is found below.

Three assumptions will be used.

(A) Orthogonal partial waves: $\langle c|\phi_i\rangle=0$ for every $i$, with the integral over all space.

(B) Complete projectors: $\tilde\psi=\tilde\psi^1$ at every point of $\Omega_a$. A finite set of projectors cannot be complete for all functions, and nothing of the kind is needed. The assumption concerns the one function $\tilde\psi$ at hand.

(C) Confined core: $c=0$ outside $\Omega_a$.

### The overlap without assumptions

Inside $\Omega_a$ the corrections of all atoms $b\neq a$ vanish, by the first property in (1) and because the spheres do not overlap. With (3), the map (2) becomes

$$\psi=\tilde\psi-\tilde\psi^1+\psi^1\qquad\text{inside }\Omega_a. \tag{5}$$

Splitting (4) into its two regions and inserting (5) in the inner one gives

$$S=\langle c|\tilde\psi-\tilde\psi^1\rangle_{\rm in}+\sum_i\langle c|\phi_i\rangle_{\rm in}P_i+\langle c|\psi\rangle_{\rm out}. \tag{6}$$

This form uses the partial waves inside the sphere only and is independent of their continuation. To bring in the all-space integrals of assumption (A), write $\langle c|\phi_i\rangle_{\rm in}=\langle c|\phi_i\rangle-\langle c|\phi_i\rangle_{\rm out}$. The subtracted pieces sum to $\sum_i\langle c|\phi_i\rangle_{\rm out}P_i=\langle c|\psi^1\rangle_{\rm out}$, which combines with the last term of (6):

$$S=\langle c|\tilde\psi-\tilde\psi^1\rangle_{\rm in}+\sum_i\langle c|\phi_i\rangle P_i+\langle c|\psi-\psi^1\rangle_{\rm out}. \tag{7}$$

Equation (7) is an identity. It holds for any $\tilde\psi$, whether or not it solves an equation, and for any projectors that obey (1).

### The theorem

Each term of (7) is removed by one assumption. Under (B) the integrand of the first term is zero. Under (A) every coefficient of the second is zero. Under (C) the factor $c$ in the third is zero throughout its region. Hence

$$\text{(A), (B), (C)}\quad\Longrightarrow\quad S=0. \tag{8}$$

In words, completeness makes $\psi$ inside the sphere a pure superposition of all-electron partial waves, each of which is orthogonal to the core, and confinement makes everything outside the sphere invisible to the core.

Two remarks make the statement sharper. First, the angular integration in $\langle c|\cdots\rangle_{\rm in}$ over a sphere centred on the nucleus selects the $lm$ component of whatever stands to the right. Assumption (B) is therefore needed only for the $lm$ component of $\tilde\psi$ that matches the core orbital: missing f projectors do not spoil orthogonality to a p core. For the same reason, partial waves with $l'm'\neq lm$ satisfy (A) by angular orthogonality, and only the radial integrals within the core's own channel need attention. Second, the three assumptions are sufficient, and none can be dropped from the general statement, as the counterexamples in the worked example show. They are not necessary in each particular case, since a term of (7) can vanish for another reason. The free atom, treated below, has $S=0$ with an unconfined core.

Dropping assumptions one after the other leaves

$$\text{(A)}:\quad S=\langle c|\tilde\psi-\tilde\psi^1\rangle_{\rm in}+\langle c|\psi-\psi^1\rangle_{\rm out}, \tag{9}$$

$$\text{(A), (B)}:\quad S=\langle c|\psi-\psi^1\rangle_{\rm out}. \tag{10}$$

Equation (10) is the overlap caused by the core tail. It is the overlap of the tail with the *difference* between the actual valence function and the outward continuation of its one-centre expansion. The tempting answer $\langle c|\psi\rangle_{\rm out}$ is what (6) would give if the partial waves were orthogonal to the core within the sphere, $\langle c|\phi_i\rangle_{\rm in}=0$. For a confined core the two readings of "orthogonal" coincide. For a core with a tail they differ, and atomic partial waves obey the all-space version.

### Why atomic partial waves are orthogonal to the core

Let the reference atom have the local spherical potential $V(r)$, no more singular than $-Ze^2/r$ at the origin and equal at large $r$ to $-qe^2/r$ with $q\ge0$, up to a short-range remainder, and let $H_a=-(\hbar^2/2m)\nabla^2+V$. Write $\phi_i=r^{-1}u_i(r)Y_{lm}$ for the partial waves in the channel of the core, with real radial functions, and set $V_l=V+\hbar^2l(l+1)/2mr^2$. The core is a bound state at energy $\varepsilon_c$, and $u_i$ is the solution regular at the origin at an energy $\varepsilon_i$ chosen by the constructor, which need not be an eigenvalue:

$$-\frac{\hbar^2}{2m}u_c''+V_lu_c=\varepsilon_cu_c,\qquad -\frac{\hbar^2}{2m}u_i''+V_lu_i=\varepsilon_iu_i. \tag{11}$$

Multiply the first equation by $u_i$, the second by $u_c$, and subtract the second product from the first. The terms $V_lu_cu_i$ cancel because both equations contain the same potential:

$$-\frac{\hbar^2}{2m}\left(u_iu_c''-u_cu_i''\right)=(\varepsilon_c-\varepsilon_i)\,u_cu_i. \tag{12}$$

The bracket is a total derivative, since $(u_iu_c'-u_cu_i')'=u_i'u_c'+u_iu_c''-u_c'u_i'-u_cu_i''=u_iu_c''-u_cu_i''$. Integrate (12) from $0$ to $R$. At the origin both functions vanish as $r^{l+1}$ with finite slopes, so the lower limit contributes nothing. Dividing by $\varepsilon_c-\varepsilon_i$ and absorbing the minus sign in the denominator,

$$\int_0^Ru_cu_i\,dr=\frac{\hbar^2}{2m}\,\frac{u_i(R)u_c'(R)-u_c(R)u_i'(R)}{\varepsilon_i-\varepsilon_c}. \tag{13}$$

For large $R$ the core function and its slope fall as $\exp(-\kappa_cR)$ times a power of $R$, with

$$\kappa_c=\frac{\sqrt{2m|\varepsilon_c|}}{\hbar}. \tag{14}$$

A regular solution at a negative energy that is not an eigenvalue grows as $\exp(+\kappa_iR)$ times a power, with $\kappa_i=\sqrt{2m|\varepsilon_i|}/\hbar$, and at zero or positive energy it grows no faster than a power. The right side of (13) thus tends to zero whenever $\kappa_i<\kappa_c$ or $\varepsilon_i\ge0$, which together mean $\varepsilon_i>\varepsilon_c$. Under this condition $\langle c|\phi_i\rangle_{\rm out}$ converges absolutely and (A) holds, even for partial waves that cannot be normalized. Valence reference energies lie above the core levels, so the condition is met in every sensible construction.

The derivation shows where (A) fails. It fails if the core and the partial waves come from different potentials, for example if the core is recomputed in the potential of the solid while the partial waves are kept, because the cancellation leading to (12) then leaves the difference of the potentials behind. It fails in those scalar-relativistic schemes whose radial equation contains an energy-dependent mass, because the large components at two energies are not eigenfunctions of one Hermitian operator. It fails if the core is altered by hand, by truncation or by a cutoff function.

Setting $R=r_c$ in (13) defines the surface quantities

$$W_i\equiv\langle c|\phi_i\rangle_{\rm in}=-\langle c|\phi_i\rangle_{\rm out}=\frac{\hbar^2}{2m}\,\frac{u_i(r_c)u_c'(r_c)-u_c(r_c)u_i'(r_c)}{\varepsilon_i-\varepsilon_c}, \tag{15}$$

where the second equality is (A). The in-sphere overlap of core and partial wave is fixed by values and slopes on the sphere, and it is proportional to the amplitude of the core there. With (15), equation (6) under (B), or equally (10), reads

$$S=\langle c|\psi\rangle_{\rm out}+\sum_iW_iP_i. \tag{16}$$

Both terms are of first order in the tail amplitude, and they nearly cancel when the potential felt by the tail differs little from that of the atom on the scale of the core binding energy, as (25) below shows. Neither term alone is then an estimate of $S$. An overlap evaluated on the radial grid of the sphere, $\sum_i\langle c|\phi_i\rangle_{\rm in}P_i$, is the second term alone. An overlap evaluated with all-space atomic integrals, $\sum_i\langle c|\phi_i\rangle P_i$, is zero by (A) and misses $S$ altogether. Cutting the core off at $r_c$ and renormalizing it does enforce (C), but at the expense of (A). With

$$Q_{\rm out}=\langle c|c\rangle_{\rm out} \tag{17}$$

the truncated core is $c/\sqrt{1-Q_{\rm out}}$ inside and zero outside, and (6) under (B) gives it the overlap $\sum_iW_iP_i/\sqrt{1-Q_{\rm out}}$, in which nothing cancels. A confined core $c_{\rm conf}$ (normalized, and going to zero continuously at $r_c$) fits the theorem only after the partial waves are replaced by $\phi_i-c_{\rm conf}\langle c_{\rm conf}|\phi_i\rangle$. This replacement restores (A), since $\langle c_{\rm conf}|c_{\rm conf}\rangle=1$, and it respects (1), since the subtracted function vanishes outside the sphere.

### Neighbouring spheres

Outside $\Omega_a$ the correction of atom $a$ vanishes, so (2) gives $\psi=\tilde\psi+\sum_{b\neq a}\sum_j(\phi_j^b-\tilde\phi_j^b)P_j^b$, and (1) gives $\psi^1=\tilde\psi^1$. The last term of (9) is therefore

$$\langle c|\psi-\psi^1\rangle_{\rm out}=\langle c|\tilde\psi-\tilde\psi^1\rangle_{\rm out}+\sum_{b\neq a}\sum_j\langle c|\phi_j^b-\tilde\phi_j^b\rangle P_j^b. \tag{18}$$

The first term on the right joins the inner term of (9) to form an integral over all space, and with (3) and the definition of $P_i$,

$$S=\Big\langle c\Big|\,1-\sum_i|\tilde\phi_i\rangle\langle\tilde p_i|\,\Big|\tilde\psi\Big\rangle+\sum_{b\neq a}\sum_j\langle c|\phi_j^b-\tilde\phi_j^b\rangle P_j^b. \tag{19}$$

This form needs (A) only, and it is the one to evaluate in practice, because it acts on the smooth function that the calculation stores. The neighbour sum is a part of the tail overlap (10) and not an addition to it. Each of its matrix elements is an integral over $\Omega_b$, and the Cauchy–Schwarz inequality in that region gives

$$\left|\langle c|\phi_j^b-\tilde\phi_j^b\rangle\right|\le\sqrt{Q_b}\;\|\phi_j^b-\tilde\phi_j^b\|,\qquad Q_b=\int_{\Omega_b}|c|^2\,d^3r. \tag{20}$$

If spheres overlap, (5) itself acquires neighbour corrections inside $\Omega_a$, where (C) does not make the core vanish. These are removed by none of the three assumptions, and the theorem (8) no longer holds.

The overlap between a frozen core and the reconstructed valence function is now in closed form, and it vanishes when the partial waves are orthogonal to the core, the projectors are complete and the core is confined to its sphere. What remains is to find what sets the size of the tail overlap, what an overlap costs, and how large it is in a worked example.
